# From the slope of a two-phase boundary to free-energy curvature: test program

```python
"""
Result under test: the slope of a binary two-phase boundary obeys
    (x_guest - x_host) * g_host'' * d(x_host)/dT = sigma,
so slope and sigma together give the curvature g_host'' of one phase.
x      : atomic fraction of the second element (Sb in the InSb example)
g      : Gibbs energy per atom at fixed pressure, g'' = d2g/dx2
host   : phase whose boundary is followed; guest: phase in equilibrium with it
sigma  : entropy gained per atom of guest dissolved in a large amount of host
factor : thermodynamic factor x(1-x) g''/(kB T)
The general test uses energies divided by kB (kelvin); InSb uses eV and K.
"""
import math
import numpy as np
import sympy as sp
from scipy import constants
from scipy.optimize import brentq, fsolve


def close(a, b, rel):
    return abs(a - b) <= rel * abs(b)


# ---------- general case: two solution phases, both with variable x ----------
X, TEMP = sp.symbols("x T", positive=True)
MIXING = TEMP * (X * sp.log(X) + (1 - X) * sp.log(1 - X))
SOLID = MIXING + X * (1 - X) * (300 + 100 * (1 - 2 * X) - 0.05 * TEMP)
LIQUID = (MIXING + X * (1 - X) * (100 - 60 * (1 - 2 * X) + 0.04 * TEMP)
          - (1 - X) * (TEMP - 1000) - 1.2 * X * (TEMP - 1300))
REFERENCE_CHANGE = -3 * TEMP * (1 - X) - 5 * TEMP * X


def make_phase(expression):
    parts = {"g": expression, "slope": sp.diff(expression, X),
             "curvature": sp.diff(expression, X, 2),
             "s": -sp.diff(expression, TEMP)}
    return {name: sp.lambdify((X, TEMP), e, "numpy")
            for name, e in parts.items()}


def common_tangent(solid, liquid, T):
    def mismatch(v):
        xs, xl = v
        ms, ml = solid["slope"](xs, T), liquid["slope"](xl, T)
        rise = liquid["g"](xl, T) - solid["g"](xs, T)
        return [(ms - ml) / T, (rise - ms * (xl - xs)) / T]
    root, _, flag, message = fsolve(mismatch, [0.55, 0.48],
                                    xtol=1e-13, full_output=True)
    assert np.max(np.abs(mismatch(root))) < 1e-10, message
    return root


def gain_on_dissolving(host_value, guest_value, x_host, x_guest):
    """Change of an extensive quantity per guest atom added to the host."""
    d = 1e-4

    def total(added):
        n_second = x_host + added * x_guest
        n_all = 1 + added
        return n_all * host_value(n_second / n_all)
    return (total(d) - total(-d)) / (2 * d) - guest_value(x_guest)


T0, DT = 1150.0, 0.5
records = []
for extra in (0, REFERENCE_CHANGE):
    solid, liquid = make_phase(SOLID + extra), make_phase(LIQUID + extra)
    pair = common_tangent(solid, liquid, T0)
    boundary_slope = (common_tangent(solid, liquid, T0 + DT)
                      - common_tangent(solid, liquid, T0 - DT)) / (2 * DT)
    # the tangent must lie below both curves: stable equilibrium
    grid = np.linspace(0.001, 0.999, 999)
    line = (solid["g"](pair[0], T0)
            + solid["slope"](pair[0], T0) * (grid - pair[0]))
    assert np.min(solid["g"](grid, T0) - line) > -1e-7
    assert np.min(liquid["g"](grid, T0) - line) > -1e-7
    for host, guest, i, j in ((solid, liquid, 0, 1), (liquid, solid, 1, 0)):
        sigma = gain_on_dissolving(lambda x: host["s"](x, T0),
                                   lambda x: guest["s"](x, T0),
                                   pair[i], pair[j])
        heat = gain_on_dissolving(
            lambda x: host["g"](x, T0) + T0 * host["s"](x, T0),
            lambda x: guest["g"](x, T0) + T0 * guest["s"](x, T0),
            pair[i], pair[j])
        assert close(heat, T0 * sigma, 1e-5)
        recovered = sigma / ((pair[j] - pair[i]) * boundary_slope[i])
        direct = host["curvature"](pair[i], T0)
        assert close(recovered, direct, 1e-4)
        plain = host["s"](pair[i], T0) - guest["s"](pair[j], T0)
        records.append((pair[i], sigma, plain, recovered, direct))
for before, after in zip(records[:2], records[2:]):
    assert close(after[0], before[0], 1e-8)      # same boundary
    assert close(after[1], before[1], 1e-6)      # same sigma
    assert abs(after[2] - before[2]) > 0.05      # plain difference moves

print("General test: two solution phases")
print(f"temperature = {T0:.0f} K")
for name, first, second in (("solid", records[0], records[2]),
                            ("liquid", records[1], records[3])):
    print(f"{name}: x = {first[0]:.5f}, sigma = {first[1]:.4f} kB/atom")
    print(f"  g''/kB recovered {first[3]:.2f} K, direct {first[4]:.2f} K")
    print(f"  plain entropy difference, two reference choices = "
          f"{first[2]:.4f}, {second[2]:.4f} kB/atom")

# ---------- InSb compound in equilibrium with an In-rich melt ----------
KB = constants.k / constants.e                   # eV/K
MELTING_T = 800.0                                # K, rough
FUSION_S = 3.6 * KB                              # eV/K per atom, rough
INTERACTION = -0.12                              # eV, rough
# a world is (excess-entropy coefficient, heat-capacity jump), both in eV/K
SIMPLE = (0.0, 0.0)


def interaction(T, world):
    return INTERACTION - world[0] * (T - MELTING_T)


def melt_g(x, T, world):
    return (KB * T * (x * math.log(x) + (1 - x) * math.log(1 - x))
            + x * (1 - x) * interaction(T, world))


def melt_slope(x, T, world):
    return (KB * T * math.log(x / (1 - x))
            + (1 - 2 * x) * interaction(T, world))


def compound_g(T, world):
    fusion_g = (FUSION_S * (MELTING_T - T)
                + world[1] * (T - MELTING_T - T * math.log(T / MELTING_T)))
    return melt_g(0.5, T, world) - fusion_g


def tangent_gap(x, T, world):
    return (melt_g(x, T, world) + (0.5 - x) * melt_slope(x, T, world)
            - compound_g(T, world))


def liquidus_x(T, world):
    return brentq(tangent_gap, 1e-9, 0.5 - 1e-6, args=(T, world),
                  xtol=1e-14, rtol=1e-13)


def melt_total_g(n_in, n_sb, T, world):
    n = n_in + n_sb
    return n * melt_g(n_sb / n, T, world)


def direct_factor(x, T, world):
    """(x/kBT) d(mu_Sb)/dx, with mu_Sb from the total Gibbs energy."""
    h = 1e-3 * x

    def mu_sb(y):
        return (melt_total_g(1 - y, y + h, T, world)
                - melt_total_g(1 - y, y - h, T, world)) / (2 * h)
    return x * (mu_sb(x + h) - mu_sb(x - h)) / (2 * h * KB * T)


def dissolution_entropy(x, T, world):
    """Entropy gain per atom of InSb added to the melt, from definitions."""
    d, dt = 1e-3 * x, 0.5

    def melt_s(added):
        n_in, n_sb = 1 - x + added / 2, x + added / 2
        return -(melt_total_g(n_in, n_sb, T + dt, world)
                 - melt_total_g(n_in, n_sb, T - dt, world)) / (2 * dt)
    compound_s = -(compound_g(T + dt, world)
                   - compound_g(T - dt, world)) / (2 * dt)
    return (melt_s(d) - melt_s(-d)) / (2 * d) - compound_s


def ideal_sigma(x):
    return FUSION_S - 0.5 * KB * math.log(4 * x * (1 - x))


def factor_from_slope(x, T, slope, sigma, x_compound=0.5):
    curvature = sigma / ((x_compound - x) * slope)
    return x * (1 - x) * curvature / (KB * T)


def liquidus_slope(T, world, half_step=0.1):
    return (liquidus_x(T + half_step, world)
            - liquidus_x(T - half_step, world)) / (2 * half_step)


print("InSb with In-rich melt, rough parameters")
print(f"melting point = {MELTING_T:.0f} K")
print(f"fusion entropy = {FUSION_S / KB:.2f} kB/atom")
print(f"liquid interaction = {INTERACTION:.3f} eV")
for T in (450.0, 600.0, 740.0, 780.0):
    x = liquidus_x(T, SIMPLE)
    slope = liquidus_slope(T, SIMPLE)
    sigma = ideal_sigma(x)
    assert close(sigma, dissolution_entropy(x, T, SIMPLE), 1e-5)
    factor = factor_from_slope(x, T, slope, sigma)
    direct = direct_factor(x, T, SIMPLE)
    assert close(factor, direct, 1e-4)
    curvature = factor * KB * T / (x * (1 - x))
    print(f"T = {T:.0f} K: x = {x:.5f}, dx/dT = {slope:.4e} 1/K")
    print(f"  sigma = {sigma / KB:.4f} kB/atom, heat = {T * sigma:.4f} eV/atom")
    print(f"  g'' = {curvature:.4f} eV, factor = {factor:.4f}, "
          f"direct = {direct:.4f}")
    print(f"  error if fusion entropy replaces sigma = "
          f"{100 * (FUSION_S / sigma - 1):.2f} %")

# ---------- congruent point: curvature from the rounded liquidus top ----------
h = 0.003
left, right = (brentq(lambda T: tangent_gap(y, T, SIMPLE), 700, 801,
                      xtol=1e-11) for y in (0.5 - h, 0.5 + h))
top_bend = (left - 2 * MELTING_T + right) / h**2
top_curvature = -FUSION_S * top_bend
h_direct = 1e-3
top_direct = (melt_g(0.5 + h_direct, MELTING_T, SIMPLE)
              - 2 * melt_g(0.5, MELTING_T, SIMPLE)
              + melt_g(0.5 - h_direct, MELTING_T, SIMPLE)) / h_direct**2
# tolerance covers the quartic term of the liquidus over the step h
assert close(top_curvature, top_direct, 1e-3)
print(f"congruent point: d2T/dx2 = {top_bend:.1f} K")
print(f"  g'' from top = {top_curvature:.4f} eV, direct = {top_direct:.4f} eV")

# ---------- size of neglected effects ----------
print("Errors of the simple inversion")
for label, world in (("melt excess entropy coefficient 1 kB", (KB, 0.0)),
                     ("heat-capacity jump 0.5 kB/atom", (0.0, 0.5 * KB))):
    errors = []
    for T in (450.0, 740.0):
        x = liquidus_x(T, world)
        slope = liquidus_slope(T, world)
        direct = direct_factor(x, T, world)
        full = factor_from_slope(x, T, slope, dissolution_entropy(x, T, world))
        assert close(full, direct, 1e-4)         # true sigma cures the error
        simple = factor_from_slope(x, T, slope, ideal_sigma(x))
        errors.append(100 * (simple / direct - 1))
    print(f"{label}: {errors[0]:.2f} % at 450 K, {errors[1]:.2f} % at 740 K")

T, STEP, X_ERROR = 740.0, 10.0, 0.002
x = liquidus_x(T, SIMPLE)
direct = direct_factor(x, T, SIMPLE)
coarse_slope = liquidus_slope(T, SIMPLE, STEP)
coarse = factor_from_slope(x, T, coarse_slope, ideal_sigma(x))
print(f"liquidus points at 740 +/- {STEP:.0f} K: "
      f"{100 * (coarse / direct - 1):.2f} %")
for sign in (1, -1):
    wrong_slope = coarse_slope + sign * X_ERROR / STEP
    wrong = factor_from_slope(x, T, wrong_slope, ideal_sigma(x))
    print(f"  with opposite x errors of {X_ERROR:.3f}, slope "
          f"{'high' if sign > 0 else 'low'}: {100 * (wrong / direct - 1):.2f} %")

SOLID_RANGE = 1e-4                               # rough upper size
fine_slope = liquidus_slope(T, SIMPLE)
shifted = factor_from_slope(x, T, fine_slope, ideal_sigma(x),
                            0.5 - SOLID_RANGE)
print(f"solid composition off by {SOLID_RANGE:.0e}, sigma held: "
      f"{100 * (shifted / direct - 1):.3f} %")

VOLUME_CHANGE = -0.004                           # nm^3 per atom, rough
pressure_shift = (constants.atm * VOLUME_CHANGE * 1e-27
                  / (FUSION_S * constants.e))
print(f"volume change on melting = {VOLUME_CHANGE:.3f} nm^3/atom")
print(f"melting-point shift from 1 atm = {pressure_shift:.4f} K")

VAPOUR_TORR, VOLUME_RATIO, ATOM_VOLUME = 0.01, 10.0, 0.03
vapour_sb = 4 * VAPOUR_TORR * constants.torr / (constants.k * T)
melt_sb = x / (ATOM_VOLUME * 1e-27)
print(f"assumed Sb4 pressure = {VAPOUR_TORR:.2f} Torr, "
      f"gas/melt volume = {VOLUME_RATIO:.0f}")
print(f"melt volume per atom = {ATOM_VOLUME:.3f} nm^3")
print(f"Sb in vapour / Sb in melt at 740 K = "
      f"{VOLUME_RATIO * vapour_sb / melt_sb:.1e}")

print("success")
```

Output:

```
General test: two solution phases
temperature = 1150 K
solid: x = 0.57090, sigma = -1.0529 kB/atom
  g''/kB recovered 4294.48 K, direct 4294.49 K
  plain entropy difference, two reference choices = -1.0813, -0.8872 kB/atom
liquid: x = 0.47385, sigma = 1.1106 kB/atom
  g''/kB recovered 4339.44 K, direct 4339.44 K
  plain entropy difference, two reference choices = 1.0813, 0.8872 kB/atom
InSb with In-rich melt, rough parameters
melting point = 800 K
fusion entropy = 3.60 kB/atom
liquid interaction = -0.120 eV
T = 450 K: x = 0.00425, dx/dT = 1.0424e-04 1/K
  sigma = 5.6395 kB/atom, heat = 0.2187 eV/atom
  g'' = 9.4043 eV, factor = 1.0262, direct = 1.0262
  error if fusion entropy replaces sigma = -36.16 %
T = 600 K: x = 0.05938, dx/dT = 7.2966e-04 1/K
  sigma = 4.3494 kB/atom, heat = 0.2249 eV/atom
  g'' = 1.1658 eV, factor = 1.2592, direct = 1.2592
  error if fusion entropy replaces sigma = -17.23 %
T = 740 K: x = 0.23709, dx/dT = 2.0808e-03 1/K
  sigma = 3.7618 kB/atom, heat = 0.2399 eV/atom
  g'' = 0.5925 eV, factor = 1.6808, direct = 1.6808
  error if fusion entropy replaces sigma = -4.30 %
T = 780 K: x = 0.34589, dx/dT = 3.8001e-03 1/K
  sigma = 3.6499 kB/atom, heat = 0.2453 eV/atom
  g'' = 0.5371 eV, factor = 1.8079, direct = 1.8079
  error if fusion entropy replaces sigma = -1.37 %
congruent point: d2T/dx2 = -1662.5 K
  g'' from top = 0.5158 eV, direct = 0.5158 eV
Errors of the simple inversion
melt excess entropy coefficient 1 kB: -4.07 % at 450 K, -1.83 % at 740 K
heat-capacity jump 0.5 kB/atom: 5.48 % at 450 K, 1.05 % at 740 K
liquidus points at 740 +/- 10 K: -0.37 %
  with opposite x errors of 0.002, slope high: -9.08 %
  with opposite x errors of 0.002, slope low: 10.17 %
solid composition off by 1e-04, sigma held: 0.038 %
volume change on melting = -0.004 nm^3/atom
melting-point shift from 1 atm = -0.0082 K
assumed Sb4 pressure = 0.01 Torr, gas/melt volume = 10
melt volume per atom = 0.030 nm^3
Sb in vapour / Sb in melt at 740 K = 6.6e-07
success
```
